Hermite Gaussian expansion of Cartesian overlap distributions: recurrences and truncation, part 2

A product of Gaussians on centres A and B is expanded in Hermite Gaussians on P. Lengths are in metres, a, b > 0 in m⁻², and integers i, j ≥ 0. With x_A = x − A, x_B = x − B, X_AB = A − B, y = x_P = x − P, n = i + j, p = a + b, μ = ab/p, P = (aA + bB)/p, K = exp(−μ X_AB²), G_i(x) = x_A^i exp(−a x_A²), G_j(x) = x_B^j exp(−b x_B²):

Ω_ij(x) = G_i(x) G_j(x), (1)

Λ_t(x) = (∂/∂P)^t exp(−p x_P²) (fixed x, p), (2)

Ω_ij(x) = Σ_t E_t^{ij} Λ_t(x) (3)

a x_A² + b x_B² = p x_P² + μ X_AB². (4)

X_PA = P − A = [aA + bB − (a + b)A]/p = −(b/p) X_AB,
X_PB = P − B = [aA + bB − (a + b)B]/p = +(a/p) X_AB. (5)

Ω_ij = K r_ij(y) exp(−p y²),  r_ij(y) = (y + X_PA)^i (y + X_PB)^j. (7)

x_P Λ_t = Λ_{t+1}/(2p) + t Λ_{t−1}. (9)

Λ_t = λ_t(y) exp(−p y²), λ_0 = 1,

λ_{t+1}(y) = 2p [y λ_t(y) − t λ_{t−1}(y)]. (10)

E_t^{ij} = 0 for t > i + j. (11)

E_{i+j}^{ij} = K/(2p)^{i+j}, (12)

E_t^{i+1,j} = E_{t−1}^{ij}/(2p) + X_PA E_t^{ij} + (t + 1) E_{t+1}^{ij}. (13a)

E_t^{i,j+1} = E_{t−1}^{ij}/(2p) + X_PB E_t^{ij} + (t + 1) E_{t+1}^{ij}. (13b)

A path to order t takes u steps up, s level (weight X_PA or X_PB), d down:

u + s + d = n,  u − d = t,  s = n − t − 2d. (14)

E_{n−1}^{ij} = K (i X_PA + j X_PB)/(2p)^{n−1}. (15)

For a polynomial q independent of P, with (t) marking the t-th derivative and P₀ a fixed point,

∫q(x)Λ_t(x)dx = ∫q^(t)(x) exp(−p x_P²)dx. (16)

∫λ_s Λ_t dx = δ_st (2p)^t t! √(π/p). (17)

E_t^{ij} = ∫λ_t(x_P) Ω_ij(x)dx / [(2p)^t t! √(π/p)] (18)

E_t^{ij} = K/[(2p)^t t!] · √(p/π) ∫r_ij^(t)(y) exp(−p y²)dy. (19)

Series converging in the norm of ⟨f, h⟩ = ∫f h exp(+p y²)dx have unique coefficients.

Q. So far everything works. When does the truncation fail?

A. It rests on one fact: Ω_ij divided by the Gaussian of the expansion functions is a polynomial. Three changes destroy that.

Move the centre. Let Λ_t^A be the Hermite Gaussians with exponent p centred at A ≠ P. Since x_P = x_A − X_PA,

exp(−p x_P²)/exp(−p x_A²) = exp(2p X_PA x_A − p X_PA²),

an exponential in x, which is no polynomial, so even Ω_00 has no finite expansion. The infinite one follows from Taylor's theorem. The function exp(−p(x − C)²) is entire in C; expanding it about C = A and evaluating at C = P gives

Ω_00 = Σ_{t=0}^{∞} [K X_PA^t/t!] Λ_t^A(x). (20)

By (17) the squared norm of the t-th term is K²(2pX_PA²)^t √(π/p)/t!. These add up to the finite value K² exp(2pX_PA²)√(π/p), so the orthogonal series converges in the weighted norm, to the same function as the pointwise series, and its coefficients are the unique ones. None of them vanishes.

Change the exponent to p′ ≠ p at the centre P. The ratio then contains exp(−(p − p′)y²), again no polynomial. In addition, Ω_ij has a finite norm with weight exp(+p′y²) only if p′ < 2p, since the integrand behaves as exp(−(2p − p′)y²); for larger p′ no series can converge to it in that norm.

Change the functions. A contracted basis function is a sum of Gaussians with different exponents, and each pair of primitives has its own p and P; equations (11) and (13) hold pair by pair, and in general no finite sum over a single set Λ_t gives the whole product. For Slater-type factors such as exp(−ζ|x_A|), or for non-integer powers, r_ij is no polynomial and the argument does not apply. The condition p > 0 is needed for the integrals and p ≠ 0 for the division in (9).

Q. What do the limits look like? I want to see that the coefficients behave sensibly when the centres merge or separate.

A. For A = B we have X_PA = X_PB = 0 and K = 1. Level steps have zero weight, so s = 0 in (14) and n − t = 2d: the coefficient E_t^{ij} vanishes whenever i + j − t is odd. This is the statement that y^n, of parity (−1)^n, is built from λ_t of the same parity. In this case the coefficients depend on i and j only through n.

For large separation at fixed exponents, E_t^{ij}/K grows at most as |X_AB|^(n−t), by (14), while K falls as exp(−μX_AB²), so every coefficient tends to zero. The path with level steps only gives the leading term E_0^{ij} ≈ K X_PA^i X_PB^j, valid when X_PA² and X_PB² are both large compared with n²/(2p). The factor n² enters because, by (19) at t = 0 with the Gaussian average of y² equal to 1/(2p), the first relative correction is [i(i − 1)/X_PA² + 2ij/(X_PA X_PB) + j(j − 1)/X_PB²]/(4p). The leading term itself is the value of K r_ij at y = 0: the distribution is then narrow compared with the distances to the centres, and the polynomial is nearly constant across it.

For a → ∞ at fixed b and X_AB, equation (5) gives X_PA → 0 and X_PB → X_AB, with p/a → 1 and μ → b. The product sits on the tight function, and K becomes exp(−b X_AB²), the value of the diffuse exponential at A. At finite a, the ratio a/b alone does not decide how good this value of K is. Since b − μ = b²/p, K exceeds exp(−b X_AB²) by the factor exp(b²X_AB²/p), and by (5) the exponent b²X_AB²/p equals p X_PA². This exponent tends to zero as a → ∞ at fixed b and X_AB. At finite a, replacing K by exp(−b X_AB²) needs b²X_AB²/p ≪ 1, which says that the distance from P to A is small compared with the width 1/√p of the product.

Q. Why prefer these functions to plain powers of x_P times a Gaussian, which also give a finite sum?

A. Because the order t is a derivative with respect to a parameter, it can be pulled out of any integral. For a function V(x) that does not depend on P and grows slowly enough to justify the exchange, ∫V Λ_t dx = (∂/∂P)^t ∫V exp(−p x_P²)dx, so all integrals over Ω_ij are combinations of derivatives of one integral over a plain Gaussian, and (11) says that no derivative above order i + j is needed. The simplest case is q = 1 in (16), which gives ∫Λ_t dx = δ_t0 √(π/p) and

∫Ω_ij dx = E_0^{ij} √(π/p). (21)

Equation (16) also gives the physical picture. With q = (x − P₀)^k evaluated at P = P₀, the moments of Λ_t of order k < t vanish and the moment k = t equals t!√(π/p). For a polynomial q the quantity √(p/π)∫qΛ_t dx is the Gaussian average of q^(t), which tends to q^(t)(P) as p → ∞. So Λ_t is a point multipole of order t at P, smeared over a width of order 1/√p. The truncation does not mean that moments of Ω_ij above order i + j vanish. Applying (9) twice, x_P²Λ_0 = x_PΛ_1/(2p) = Λ_2/(2p)² + Λ_0/(2p), whose integral is √(π/p)/(2p): Ω_00 has a second moment, which comes from the smearing.

In three dimensions r_A² = x_A² + y_A² + z_A², so a Cartesian Gaussian with powers (i, k, m) on A is a product of three one-dimensional factors, and likewise (j, l, o) on B. All three directions share p, and the product of the two functions is

Σ_{t,u,v} E_t^{ij} E_u^{kl} E_v^{mo} (∂/∂P_x)^t (∂/∂P_y)^u (∂/∂P_z)^v exp(−p r_P²),

each coefficient being computed with the displacements of its own direction. By (11), t + u + v cannot exceed the sum of the total powers of the two functions. The overlap integral is the product of three factors (21),

S_AB = E_0^{ij} E_0^{kl} E_0^{mo} (π/p)^{3/2}. (22)

Q. Put numbers in. I want to follow each multiplication.

A. Take the round model parameters a = 4×10²⁰ m⁻², b = 1×10²⁰ m⁻², A = 0 and B = 1×10⁻¹⁰ m, and aim at i = 2, j = 1. The inputs are exact by choice, so six or seven figures are kept only to allow comparison between independent routes. Then

p = 5×10²⁰ m⁻²,  1/(2p) = 1×10⁻²¹ m²,  μ = (4×10²⁰)(1×10²⁰)/(5×10²⁰) = 8×10¹⁹ m⁻²,
P = (1×10²⁰)(1×10⁻¹⁰)/(5×10²⁰) = 2×10⁻¹¹ m,  X_PA = 2×10⁻¹¹ m,  X_PB = −8×10⁻¹¹ m,
μX_AB² = 0.8,  K = exp(−0.8) = 0.449329.

The recurrences are linear, so K can be divided out; write e_t^{ij} = E_t^{ij}/K, with e_0^{00} = 1. Raising i once with (13a):

e_0^{10} = X_PA = 2×10⁻¹¹ m,
e_1^{10} = 1/(2p) = 1×10⁻²¹ m².

Raising i again:

e_0^{20} = X_PA e_0^{10} + 1·e_1^{10} = (2×10⁻¹¹)(2×10⁻¹¹) + 1×10⁻²¹ = 1.4×10⁻²¹ m²,
e_1^{20} = e_0^{10}/(2p) + X_PA e_1^{10} = (2×10⁻¹¹)(1×10⁻²¹) + (2×10⁻¹¹)(1×10⁻²¹) = 4×10⁻³² m³,
e_2^{20} = e_1^{10}/(2p) = (1×10⁻²¹)(1×10⁻²¹) = 1×10⁻⁴² m⁴.

Raising j with (13b):

e_0^{21} = X_PB e_0^{20} + 1·e_1^{20} = (−8×10⁻¹¹)(1.4×10⁻²¹) + 4×10⁻³² = −7.2×10⁻³² m³,
e_1^{21} = e_0^{20}/(2p) + X_PB e_1^{20} + 2e_2^{20} = (1.4×10⁻²¹)(1×10⁻²¹) + (−8×10⁻¹¹)(4×10⁻³²) + 2(1×10⁻⁴²) = 2×10⁻⁴³ m⁴,
e_2^{21} = e_1^{20}/(2p) + X_PB e_2^{20} = (4×10⁻³²)(1×10⁻²¹) + (−8×10⁻¹¹)(1×10⁻⁴²) = −4×10⁻⁵³ m⁵,
e_3^{21} = e_2^{20}/(2p) = (1×10⁻⁴²)(1×10⁻²¹) = 1×10⁻⁶³ m⁶.

The line for e_1^{21} is the only one in which all three terms act, and it contains the factor t + 1 = 2; its negative middle term cancels most of the other two, so the result is smaller than any single term. An attempt at t = 4 would need e_3^{20}, e_4^{20} and e_5^{20}, all zero. The closed forms agree: (12) gives (1×10⁻²¹)³ for e_3^{21}, and (15) gives [2(2×10⁻¹¹) − 8×10⁻¹¹](1×10⁻²¹)² = −4×10⁻⁵³ m⁵ for e_2^{21}. Multiplying by K,

E_0^{21} = −3.235169×10⁻³² m³,  E_1^{21} = 8.986579×10⁻⁴⁴ m⁴,
E_2^{21} = −1.797316×10⁻⁵³ m⁵,  E_3^{21} = 4.493290×10⁻⁶⁴ m⁶.

With the Bohr radius 5.291772×10⁻¹¹ m, the first is −3.235169×10⁻³²/(5.291772×10⁻¹¹)³ = −0.218320 bohr³.

Q. These fall by about ten powers of ten per order. Are the high orders then negligible in any case, so that the exact cut-off hardly matters?

A. The four numbers have different units and cannot be compared; the fall reflects the extra metre in each order, and Λ_t carries the inverse unit. The products E_tΛ_t all have the unit m³. Take x₀ = 5×10⁻¹¹ m, so that y = 3×10⁻¹¹ m and exp(−p y²) = 0.637628. From (10), with 2p the inverse of 1×10⁻²¹ m²,

λ_1 = 2p y = 3×10¹⁰ m⁻¹,
λ_2 = 2p(yλ_1 − 1) = 10²¹(0.9 − 1) = −1×10²⁰ m⁻²,
λ_3 = 2p(yλ_2 − 2λ_1) = 10²¹(−3×10⁹ − 6×10¹⁰) = −6.3×10³¹ m⁻³.

Multiplying each by the Gaussian and then by its coefficient:

t = 0: Λ_0 = 0.6376282, term −2.062835×10⁻³² m³,
t = 1: Λ_1 = 1.912884×10¹⁰ m⁻¹, term +1.719029×10⁻³³ m³,
t = 2: Λ_2 = −6.376282×10¹⁹ m⁻², term +1.146019×10⁻³³ m³,
t = 3: Λ_3 = −4.017057×10³¹ m⁻³, term −1.804980×10⁻³² m³.

The sum is −3.581310×10⁻³² m³. The direct value from (1) has the prefactor x_A² x_B = (5×10⁻¹¹)²(−5×10⁻¹¹) and the exponential exp(−a x_A² − b x_B²), which by (4) is 0.449329 × 0.637628; the product is −3.581310×10⁻³² m³. At this point the top order supplies about half of the value. The series has not faded out by t = 3; it stops there.

Q. The recurrence yields zeros above i + j by its own construction. What evidence is there that does not pass through it?

A. Equation (18) can be evaluated by quadrature on a uniform grid, with Ω_21 taken in its original two-centre form (1). The numerical check does so and obtains −3.235169×10⁻³² m³, 8.986579×10⁻⁴⁴ m⁴, −1.797316×10⁻⁵³ m⁵ and 4.493290×10⁻⁶⁴ m⁶ for t = 0 to 3, the values found above. For t = 4, 5 and 6 the largest result is 6×10⁻¹⁶ relative to the same normalised integral taken over the absolute value of the integrand, which is the size of rounding in double-precision arithmetic. The same comparison is asserted for all i, j ≤ 4 and t ≤ i + j + 3 with three parameter sets, one of them with A = B, where the parity rule is tested too. A second test is symbolic: the λ_t are obtained by differentiating (2), the powers of y in (7) are matched by solving a linear system that offers two surplus functions, and for i, j ≤ 3 the solution is compared with (11), (12), (15) and the recurrences run with i raised first and with j raised first.

The quadrature is able to detect a coefficient that does not vanish. Moving the expansion centre to A and projecting Ω_00, it returns 2.995526×10⁻⁴⁵ m⁴ at t = 4, and (20) gives 0.449329 × (2×10⁻¹¹)⁴/24 = 2.995526×10⁻⁴⁵ m⁴. For the centre P the bound for Ω_00 is t = 0.

Q. One last demand: turn E_0^{21} into a quantity that an independent integral code can confirm, and account for its sign.

A. In one dimension (21) gives ∫Ω_21 dx = (−3.235169×10⁻³²)(7.926655×10⁻¹¹) = −2.564406×10⁻⁴² m⁴. In three dimensions take x_A² exp(−a r_A²) on A and x_B exp(−b r_B²) on B, with both centres on the x axis. In the y and z directions the powers and the separations are zero, so those factors in (22) equal 1, and

S_AB = (−3.235169×10⁻³²)(4.980464×10⁻³¹) = −1.611264×10⁻⁶² m⁶.

The norms come from the same recurrence with coincident centres. For the function on A the total exponent is 2a, so the upward weight is h = 1/(4a), the level weight is zero and K = 1. Then E_1^{10} = h; E_0^{20} = h and E_2^{20} = h²; E_1^{21} = h·h + 2h² = 3h²; and E_0^{22} = 1·E_1^{21} = 3h². For the function on B the weight is 1/(4b), and E_0^{11} = 1·E_1^{10} = 1/(4b). Thus

S_AA = [3/(4a)²] (π/(2a))^{3/2} = 2.883840×10⁻⁷³ m⁷,
S_BB = [1/(4b)] (π/(2b))^{3/2} = 4.921753×10⁻⁵¹ m⁵,

and the normalised overlap, dimensionless because √(m⁷ · m⁵) = m⁶, is

S_AB/√(S_AA S_BB) = −1.611264×10⁻⁶²/√[(2.883840×10⁻⁷³)(4.921753×10⁻⁵¹)] = −0.427682.

PySCF, given the same exponents and geometry and normalised by the diagonal of its own overlap matrix, returns −0.427682. For a block of 60 normalised overlaps between Cartesian f and d functions, with the centres displaced in all three directions, the largest absolute difference in these dimensionless numbers is 1×10⁻¹⁶.

The sign can be read from the recurrence. Collecting the lines above in symbols,

E_0^{21}/K = X_PB [X_PA² + 1/(2p)] + X_PA/p.

The first term is negative because X_PB < 0: the centre P lies on the side of B where x_B is negative, while x_A² is never negative. The second term is positive and comes from the downward step out of t = 1. The factor x_A² gives Ω_20 a positive first moment about P, which shifts its weight toward B, where x_B is less negative. Here that term, 4×10⁻³² m³, offsets only part of (−8×10⁻¹¹)(1.4×10⁻²¹) m³, and the overlap stays negative.

Values computed for the example and the checks

```
a = 4.0000e+20 m^-2, b = 1.0000e+20 m^-2, A = 0.0000e+00 m, B = 1.0000e-10 m
p = 5.0000e+20 m^-2, mu = 8.0000e+19 m^-2, 1/(2p) = 1.0000e-21 m^2
P = 2.0000e-11 m, XPA = 2.0000e-11 m, XPB = -8.0000e-11 m
mu XAB^2 = 0.8000, K = E_0^00 = 0.449329
E_0^10 = 8.986579e-12 m^1, divided by K: 2.0000e-11 m^1
E_1^10 = 4.493290e-22 m^2, divided by K: 1.0000e-21 m^2
E_0^20 = 6.290605e-22 m^2, divided by K: 1.4000e-21 m^2
E_1^20 = 1.797316e-32 m^3, divided by K: 4.0000e-32 m^3
E_2^20 = 4.493290e-43 m^4, divided by K: 1.0000e-42 m^4
E_0^21 = -3.235169e-32 m^3, divided by K: -7.2000e-32 m^3
E_1^21 = 8.986579e-44 m^4, divided by K: 2.0000e-43 m^4
E_2^21 = -1.797316e-53 m^5, divided by K: -4.0000e-53 m^5
E_3^21 = 4.493290e-64 m^6, divided by K: 1.0000e-63 m^6
quadrature E_0^21 = -3.235169e-32 m^3
quadrature E_1^21 = 8.986579e-44 m^4
quadrature E_2^21 = -1.797316e-53 m^5
quadrature E_3^21 = 4.493290e-64 m^6
max |E_t^21| / integrand size, t = 4,5,6 (quadrature) = 6e-16
x0 = 5.0000e-11 m, x0-P = 3.0000e-11 m, exp(-p(x0-P)^2) = 0.637628
Lam_0(x0) = 6.376282e-01 m^-0, E_0^21 Lam_0 = -2.062835e-32 m^3
Lam_1(x0) = 1.912884e+10 m^-1, E_1^21 Lam_1 = 1.719029e-33 m^3
Lam_2(x0) = -6.376282e+19 m^-2, E_2^21 Lam_2 = 1.146019e-33 m^3
Lam_3(x0) = -4.017057e+31 m^-3, E_3^21 Lam_3 = -1.804980e-32 m^3
sum = -3.581310e-32 m^3, direct Omega_21(x0) = -3.581310e-32 m^3
Omega_00 about A, t=4: quadrature 2.995526e-45 m^4, K XPA^4/4! = 2.995526e-45 m^4
sqrt(pi/p) = 7.926655e-11 m, (pi/p)^(3/2) = 4.980464e-31 m^3
1D overlap of Omega_21 = -2.564406e-42 m^4
3D overlap S_AB = -1.611264e-62 m^6
self overlaps S_AA = 2.883840e-73 m^7, S_BB = 4.921753e-51 m^5
normalised overlap = -0.427682, PySCF = -0.427682
max deviation from PySCF, f-d block of 60 overlaps = 1e-16
Bohr radius = 5.291772e-11 m, E_0^21 = -0.218320 bohr^3
```
